# State-Specific Density Functionals of the Asymmetric Hubbard Dimer: a program that tests the result

```python
"""
Asymmetric Hubbard dimer, two electrons, singlet states.
Result under test: the first excited singlet has a two-branched density
functional, defined only for |rho| <= rho_c < 1, while the ground and the
highest singlet have one value for every |rho| < 1.

t hopping, U repulsion, dv potential difference (site 2 minus site 1),
rho = (n2 - n1)/2, E energy, F = E - dv*rho = <T + W>.
Closed formulas, with D = U - E + 2 t^2 U / E^2:
  dv^2 = (U-E)(U-E+4t^2/E),  rho = -dv/D,  F = E + dv^2/D,
  edge of the domain: E (U-E)^3 = t^2 U (4E - 3U).
Energies are in units of t in the worked example.
"""
import numpy as np
import sympy as sp
from scipy.optimize import brentq, minimize_scalar

# ---------- definition: two-electron Hamiltonian and its singlets ----------
ONE = np.eye(2)
SITE = np.diag([-0.5, 0.5])
RHO4 = np.kron(SITE, ONE) + np.kron(ONE, SITE)
r2 = np.sqrt(0.5)
# columns: both on site 1, both on site 2, covalent singlet
SING = np.array([[1, 0, 0], [0, 0, r2], [0, 0, r2], [0, 1, 0]], float)
TRIP = np.array([0, r2, -r2, 0])
RHO3 = SING.T @ RHO4 @ SING


def hamiltonian4(dv, U, t):
    h = np.array([[-dv / 2, -t], [-t, dv / 2]])
    return np.kron(h, ONE) + np.kron(ONE, h) + U * np.diag([1., 0, 0, 1.])


def singlets(dv, U, t):
    """Energies, densities and vectors of the three singlets."""
    e, c = np.linalg.eigh(SING.T @ hamiltonian4(dv, U, t) @ SING)
    return e, np.einsum('ik,ij,jk->k', c, RHO3, c), c


def curve_stationary(rho, U, t, n=20001):
    """Scan <T+W> on the closed curve of states with density rho."""
    r = abs(rho)

    def f(x):
        small = np.sqrt((1 - r) / 2) * np.sin(x)
        cov = np.sqrt(1 - r) * np.cos(x)
        big = np.sqrt(r + small**2)
        return (-2 * np.sqrt(2) * t * cov * (small + big)
                + U * (small**2 + big**2))
    x = 0.1234 + 2 * np.pi * np.arange(n) / n
    y, step, found = f(x), 2 * np.pi / n, []
    for sign, kind in ((1, 'min'), (-1, 'max')):
        z = sign * y
        for i in np.where((z < np.roll(z, 1)) & (z < np.roll(z, -1)))[0]:
            s = minimize_scalar(lambda u: sign * f(u), method='bounded',
                                bounds=(x[i] - step, x[i] + step),
                                options={'xatol': 1e-11})
            found.append((sign * s.fun, kind))
    return sorted(found)


# ---------- derived closed formulas ----------
def dv_squared(E, U, t):
    return (U - E) * (U - E + 4 * t**2 / E)


def slope_den(E, U, t):
    return U - E + 2 * t**2 * U / E**2


def rho_abs(E, U, t):
    return np.sqrt(max(dv_squared(E, U, t), 0.0)) / abs(slope_den(E, U, t))


def functional(E, U, t):
    return E + dv_squared(E, U, t) / slope_den(E, U, t)


def edge_energy(U, t):
    return brentq(lambda E: E * (U - E)**3 - t**2 * U * (4 * E - 3 * U),
                  0.75 * U, U, xtol=1e-13 * U)


def branch_energy(rho, U, t, convex):
    ec = edge_energy(U, t)
    lo, hi = (ec, U) if convex else (1e-9 * U, ec)
    return brentq(lambda E: rho_abs(E, U, t) - abs(rho), lo, hi, xtol=1e-14)


def real_energies(rho, U, t):
    """Real roots E of the density condition, all three levels together."""
    P = np.polynomial.Polynomial
    E = P([0, 1])
    q = E**2 * (U - E) + 2 * t**2 * U
    p = rho**2 * q**2 - E**3 * (U - E) * (E * (U - E) + 4 * t**2)
    z = p.roots()
    return np.sort(z[abs(z.imag) < 1e-7].real)


# ---------- symbolic tests, starting from the secular determinant ----------
e, u, s, v = sp.symbols('E U t v', positive=True)
k = sp.sqrt(2) * s
mat = sp.Matrix([[u - v, 0, -k], [0, u + v, -k], [-k, -k, 0]])
det = sp.Poly(sp.expand((mat - e * sp.eye(3)).det()), v)
v2 = sp.factor(-det.coeff_monomial(1) / det.coeff_monomial(v**2))
rho2 = sp.factor(4 * v2 / sp.diff(v2, e)**2)
q = e**2 * (u - e) + 2 * s**2 * u
bracket = e * (u - e)**3 - s**2 * u * (4 * e - 3 * u)
assert sp.simplify(v2 - (u - e) * (u - e + 4 * s**2 / e)) == 0
assert sp.simplify(sp.diff(rho2, e) - 8 * s**2 * e**2 * bracket / q**3) == 0
assert sp.simplify(1 - rho2 - 4 * s**2 * (e**2 * (u - e)**2 + s**2 * u**2)
                   / q**2) == 0
# growth of 1-rho^2 with t^2 at fixed E/U (U = 1)
grow = sp.diff((1 - rho2).subs(u, 1), s) / (2 * s)
claim = 4 * e**3 * (1 - e) * (e * (1 - e)**2 + 2 * s**2) / q.subs(u, 1)**3
assert sp.simplify(grow - claim) == 0

# ---------- closed formulas against diagonalization, all levels ----------
for U, t in ((1.0, 1.0), (4.0, 1.0), (5.0, 0.6)):
    for dv in (-3.0, -0.7, 0.4, 1.5, 6.0):
        en, rh, vec = singlets(dv, U, t)
        assert np.allclose(hamiltonian4(dv, U, t) @ TRIP, 0, atol=1e-13)
        assert abs(en.sum() - 2 * U) < 1e-11
        assert 0 < en[1] < U
        h = 1e-4
        curv = (singlets(dv + h, U, t)[1] - singlets(dv - h, U, t)[1]) / (2*h)
        assert curv[0] < 0 < curv[2]
        for j in range(3):
            assert abs(dv_squared(en[j], U, t) - dv**2) < 1e-8
            assert abs(-dv / slope_den(en[j], U, t) - rh[j]) < 1e-8
            # second variation along the constraint curve versus E''
            others = [m for m in range(3) if m != j]
            w = vec[:, others].T @ RHO3 @ vec[:, j]
            gaps = en[others] - en[j]
            tangent = np.array([-w[1], w[0]]) / np.linalg.norm(w)
            second = np.sum(gaps * tangent**2)
            predicted = -0.5 * np.prod(gaps) * curv[j] / (w @ w)
            assert abs(second - predicted) < 1e-5 * (1 + abs(second))

# ---------- number, kind and value of stationary points ----------
for U, t in ((1.0, 1.0), (4.0, 1.0), (8.0, 1.0)):
    rc = rho_abs(edge_energy(U, t), U, t)
    best = minimize_scalar(lambda x: singlets(x, U, t)[1][1],
                           bounds=(0, 3 * (U + t)), method='bounded',
                           options={'xatol': 1e-9})
    assert abs(-best.fun - rc) < 1e-9
    for frac in (0.2, 0.6, 0.95):
        pts = curve_stationary(-frac * rc, U, t)
        assert [p[1] for p in pts] == ['min', 'min', 'max', 'max']
        f_low = functional(branch_energy(frac * rc, U, t, False), U, t)
        f_high = functional(branch_energy(frac * rc, U, t, True), U, t)
        assert abs(pts[1][0] - f_low) < 1e-8
        assert abs(pts[2][0] - f_high) < 1e-8
        assert len(real_energies(frac * rc, U, t)) == 4
    for outside in (rc + 0.05 * (1 - rc), 0.5 * (1 + rc)):
        pts = curve_stationary(outside, U, t)
        assert [p[1] for p in pts] == ['min', 'max']
        assert len(real_energies(outside, U, t)) == 2

# ---------- dependence of the edge on U/t ----------
ratios = np.geomspace(0.01, 1e4, 60)
edges = np.array([rho_abs(edge_energy(x, 1.0), x, 1.0) for x in ratios])
assert np.all(np.diff(edges) > 0) and edges[-1] < 1
weak_coef = 3 * np.sqrt(3) / 16
assert abs(edges[0] / ratios[0] / weak_coef - 1) < 1e-3
# the next term is of relative order (t/U)^(2/3), about 0.002 here
assert abs((1 - edges[-1]) * ratios[-1]**2 / 2 - 1) < 0.03

# ---------- worked example ----------
U, t = 4.0, 1.0
ec = edge_energy(U, t)
rc = rho_abs(ec, U, t)
dvc = np.sqrt(dv_squared(ec, U, t))
rho_ex = -0.5


def dens1(x):
    return singlets(x, U, t)[1][1]


dv_in = brentq(lambda x: dens1(x) - rho_ex, 0, dvc, xtol=1e-13)
dv_out = brentq(lambda x: dens1(x) - rho_ex, dvc, 50, xtol=1e-13)
step = 1e-3
up = curve_stationary(rho_ex + step, U, t)
mid = curve_stationary(rho_ex, U, t)
dn = curve_stationary(rho_ex - step, U, t)
for idx, pot, sgn in ((2, dv_in, 1), (1, dv_out, -1)):
    assert abs((up[idx][0] - dn[idx][0]) / (2 * step) + pot) < 1e-4
    f2 = (up[idx][0] - 2 * mid[idx][0] + dn[idx][0]) / step**2
    slope = (dens1(pot + 1e-4) - dens1(pot - 1e-4)) / 2e-4
    assert sgn * f2 > 0 and abs(f2 * slope + 1) < 1e-3


def branch_f(r, convex):
    return functional(branch_energy(r, U, t, convex), U, t)


# curvature of both branches over their whole range
grid = np.linspace(0.01, 0.99, 60) * rc
f_in = np.array([branch_f(r, True) for r in grid])
f_out = np.array([branch_f(r, False) for r in grid])
assert np.all(np.diff(f_in, 2) > 0) and np.all(np.diff(f_out, 2) < 0)
assert np.all(f_in > f_out)

# small-density law of the concave branch, from diagonalization
en, rh, _ = singlets(300.0, U, t)
small_ratio = (en[1] - 300.0 * rh[1]) / (3 * (t**2 * U * rh[1]**2)**(1 / 3))
assert abs(small_ratio - 1) < 2e-3

# closing of the gap at the edge
h = 1e-3
kappa = (dens1(dvc + h) - 2 * dens1(dvc) + dens1(dvc - h)) / h**2
eps = 1e-4
gap = branch_f(rc - eps, True) - branch_f(rc - eps, False)
gap_law = 4 / 3 * np.sqrt(2 / kappa) * eps**1.5
assert abs(gap / gap_law - 1) < 0.01

# variational recovery of the first excited energy
recovered = []
for pot, convex in ((1.0, True), (3.0, False)):
    sgn = 1 if convex else -1
    opt = minimize_scalar(lambda r: sgn * (branch_f(r, convex) - pot * r),
                          bounds=(1e-5, rc * (1 - 1e-9)), method='bounded',
                          options={'xatol': 1e-9})
    en, rh, _ = singlets(pot, U, t)
    assert abs(sgn * opt.fun - en[1]) < 1e-8
    assert abs(-opt.x - rh[1]) < 1e-5
    recovered.append((pot, -opt.x, sgn * opt.fun, en[1]))

# ensemble density is monotone up to equal weights, the pure one is not
pots = np.linspace(-6, 6, 241)
dens = np.array([singlets(x, U, t)[1] for x in pots])
for wt in (0.0, 0.25, 0.5):
    assert np.all(np.diff((1 - wt) * dens[:, 0] + wt * dens[:, 1]) < 0)
assert np.any(np.diff(dens[:, 1]) > 0) and np.any(np.diff(dens[:, 1]) < 0)

# ---------- output ----------
print(f"hopping t = {t:.1f}, repulsion U = {U:.1f} (energies in t)")
print(f"edge: energy Ec = {ec:.6f} t")
print(f"edge: potential dvc = {dvc:.6f} t")
print(f"edge: density rho_c = {rc:.6f}")
print(f"edge: functional F = {functional(ec, U, t):.6f} t")
print(f"chosen density rho = {rho_ex:.2f}")
for name, pot in (("convex", dv_in), ("concave", dv_out)):
    en, rh, c = singlets(pot, U, t)
    wts = c[:, 1]**2
    print(f"{name} branch: dv = {pot:.6f} t, E1 = {en[1]:.6f} t")
    print(f"  F = {en[1] - pot * rh[1]:.6f} t")
    print(f"  weights: site1^2 {wts[0]:.6f}, site2^2 {wts[1]:.6f}, "
          f"covalent {wts[2]:.6f}")
print("curve scan at this density, stationary values in t:")
for val, kind in mid:
    print(f"  {kind}: {val:.6f}")
roots = real_energies(rho_ex, U, t)
print("real energies E at this density (t):",
      " ".join(f"{x:.6f}" for x in roots))
print("|rho|, F convex (t), F concave (t):")
for r in (0.1, 0.2, 0.4, 0.6, 0.8):
    print(f"  {r:.1f}  {branch_f(r, True):.6f}  {branch_f(r, False):.6f}")
print("F convex at rho=0:", f"{singlets(0.0, U, t)[0][1]:.6f} t")
print("U/t, rho_c:")
for x in (0.5, 1.0, 2.0, 4.0, 8.0, 16.0):
    print(f"  {x:4.1f}  {rho_abs(edge_energy(x, 1.0), x, 1.0):.6f}")
print(f"weak-U coefficient 3*sqrt(3)/16 = {weak_coef:.6f}")
print(f"small-density law, F/law at dv=300 t: {small_ratio:.6f}")
print(f"edge curvature kappa = {kappa:.5f} / t^2")
print(f"gap at rho_c - {eps:.0e}: {gap:.4e} t, law {gap_law:.4e} t")
print("variational recovery: dv (t), rho, E found (t), E1 diag (t)")
for row in recovered:
    print(f"  {row[0]:.1f}  {row[1]:.5f}  {row[2]:.6f}  {row[3]:.6f}")
print("done: every assertion held")
```

Running it gives:

```
hopping t = 1.0, repulsion U = 4.0 (energies in t)
edge: energy Ec = 3.129159 t
edge: potential dvc = 1.368049 t
edge: density rho_c = 0.810521
edge: functional F = 4.237991 t
chosen density rho = -0.50
convex branch: dv = 0.301963 t, E1 = 3.917386 t
  F = 4.068367 t
  weights: site1^2 0.741086, site2^2 0.241086, covalent 0.017828
concave branch: dv = 4.121942 t, E1 = 1.211020 t
  F = 3.271991 t
  weights: site1^2 0.519320, site2^2 0.019320, covalent 0.461361
curve scan at this density, stationary values in t:
  min: 0.484591
  min: 3.271991
  max: 4.068367
  max: 4.762692
real energies E at this density (t): -1.657666 1.211020 3.917386 4.906135
|rho|, F convex (t), F concave (t):
  0.1  4.002508  1.091254
  0.2  4.010128  1.766385
  0.4  4.042235  2.832249
  0.6  4.103483  3.656260
  0.8  4.225938  4.220825
F convex at rho=0: 4.000000 t
U/t, rho_c:
   0.5  0.160507
   1.0  0.310467
   2.0  0.552667
   4.0  0.810521
   8.0  0.948255
  16.0  0.988368
weak-U coefficient 3*sqrt(3)/16 = 0.324760
small-density law, F/law at dv=300 t: 1.000044
edge curvature kappa = 0.15794 / t^2
gap at rho_c - 1e-04: 4.7447e-06 t, law 4.7447e-06 t
variational recovery: dv (t), rho, E found (t), E1 diag (t)
  1.0  -0.79632  3.425859  3.425859
  3.0  -0.68470  1.880575  1.880575
done: every assertion held
```
